**Tracer diffusion on a leaky grain boundary: comb-lattice tests**

For infinite teeth, the mean-square displacement along the backbone is 2wa²T_b, where the mean backbone time T_b tends to s√(t/(πg)) − s(s+1−2g/k_in)/(4g). Here w and g are the backbone and tooth hop rates per direction, a is the site spacing, k_in is the return rate to the backbone, and s is the segregation ratio. The program asserts that direct propagation of the two-dimensional comb agrees with the backbone-time identity, with the two-term law, and with the limiting ratio π/2 for tracers found on the backbone. Further assertions compare the Laplace transform with a matrix resolvent, and test the long-time exponent, the constant term, the return to linear growth in finite grains and the contribution of parallel lattice hops. For an arsenic tracer in polycrystalline CdTe with rough parameters, one hour at 700 K gives a root-mean-square displacement of about 297 nm. The local exponent is then 0.55 and falls to 0.51 at 10⁵ s. An error of 0.1 eV in the boundary barrier changes the mean-square displacement by a factor of about 5, the largest of the effects sized.

## Program and output

```python
"""Tracer on a comb lattice: a grain boundary (backbone) leaking into grains (teeth).

Result under test, for infinite teeth and a start on the backbone:
    <x^2> = 2 w a^2 T_b,
    T_b -> s sqrt(t/(pi g)) - s (s + 1 - 2 g/k_in)/(4 g)
w: backbone hop rate per direction      g: tooth hop rate per direction
k_out: backbone -> each of two teeth    k_in: first tooth site -> backbone
s = k_in/k_out: segregation ratio       a: site spacing
T_b: mean time spent on the backbone up to time t
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.sparse import csr_matrix, diags, identity, kron
from scipy.sparse.linalg import expm_multiply, spsolve


def transverse_generator(g, k_in, k_out, depth):
    """Master-equation matrix across the boundary, with both teeth explicit."""
    centre = depth
    right = np.full(2 * depth, float(g))
    left = np.full(2 * depth, float(g))
    right[centre], right[centre - 1] = k_out, k_in
    left[centre - 1], left[centre] = k_out, k_in
    leaving = np.zeros(2 * depth + 1)
    leaving[:-1] += right
    leaving[1:] += left
    return diags([right, left, -leaving], [-1, 1, 0], format="csc")


def comb_generator(w, g, k_in, k_out, half_length, depth, grain_x_rate=0.0):
    """Full two-dimensional master equation; optional x hops inside the grains."""
    n_x, n_y = 2 * half_length + 1, 2 * depth + 1
    main = np.full(n_x, -2.0)
    main[0] = main[-1] = -1.0
    hop_x = diags([np.ones(n_x - 1), main, np.ones(n_x - 1)], [-1, 0, 1])
    on_backbone = csr_matrix(([1.0], ([depth], [depth])), shape=(n_y, n_y))
    x_rates = w * on_backbone + grain_x_rate * (identity(n_y) - on_backbone)
    across = transverse_generator(g, k_in, k_out, depth)
    return (kron(hop_x, x_rates) + kron(identity(n_x), across)).tocsr()


def backbone_time(times, g, k_in, k_out, depth, tilt=0.0):
    """T_b from diagonalization; tilt = energy drop toward boundary per site / kT."""
    up = np.full(depth, np.exp(-tilt / 2))
    down = np.full(depth, np.exp(tilt / 2))
    up[0], down[0] = 2 * k_out / g, k_in / g
    leaving = np.zeros(depth + 1)
    leaving[:-1] += up
    leaving[1:] += down
    decay, vectors = eigh_tridiagonal(leaving, -np.sqrt(up * down))
    decay = np.maximum(decay, 1e-300)
    weight = vectors[0] ** 2
    scaled = np.atleast_1d(times) * g
    return np.array([np.sum(weight * -np.expm1(-decay * tau) / decay)
                     for tau in scaled]) / g


def two_term_time(t, g, k_in, s):
    return s * np.sqrt(t / (np.pi * g)) - s * (s + 1 - 2 * g / k_in) / (4 * g)


# Laplace transform of the backbone probability against a matrix resolvent
g0, kin0, s0, w0 = 1.0, 0.5, 2.0, 2.0
kout0 = kin0 / s0
depth0 = 400
matrix = transverse_generator(g0, kin0, kout0, depth0)
start = np.zeros(2 * depth0 + 1)
start[depth0] = 1.0
for u in (0.01, 0.1, 1.0, 5.0):
    direct = spsolve((u * identity(2 * depth0 + 1) - matrix).tocsc(), start)[depth0]
    lam = 1 + u / (2 * g0) - np.sqrt(u / g0 + (u / (2 * g0)) ** 2)
    phi = kin0 / (u + kin0 + g0 * (1 - lam))
    assert abs(direct * (u + 2 * kout0 * (1 - phi)) - 1) < 1e-9

# Direct propagation of the full comb
half_x, half_y = 100, 80
positions = np.arange(-half_x, half_x + 1)
prob0 = np.zeros((2 * half_x + 1, 2 * half_y + 1))
prob0[half_x, half_y] = 1.0
comb = comb_generator(w0, g0, kin0, kout0, half_x, half_y)
state = prob0.ravel()
comb_msd = []
for step in range(2):
    state = expm_multiply(comb * 200.0, state)
    prob = state.reshape(prob0.shape)
    comb_msd.append(np.sum(positions ** 2 * prob.sum(axis=1)))
chain_times = backbone_time([200.0, 400.0], g0, kin0, kout0, 300)
assert abs(prob.sum() - 1) < 1e-8
assert np.allclose(comb_msd, 2 * w0 * chain_times, rtol=1e-4)
# the first omitted term is about 0.2 percent at this time
assert abs(comb_msd[1] / (2 * w0 * two_term_time(400.0, g0, kin0, s0)) - 1) < 5e-3
backbone = prob[:, half_y]
survivor_ratio = np.sum(positions ** 2 * backbone) / backbone.sum() / comb_msd[1]
# corrections to the limiting ratio fall as one over the square root of time
assert abs(survivor_ratio - np.pi / 2) < 0.03

# Hops along x inside the grains add an independent linear term
gx = 0.3
mixed = comb_generator(w0, g0, kin0, kout0, half_x, half_y, gx)
prob = expm_multiply(mixed * 50.0, prob0.ravel()).reshape(prob0.shape)
mixed_msd = np.sum(positions ** 2 * prob.sum(axis=1))
t_back = backbone_time(50.0, g0, kin0, kout0, 300)[0]
assert abs(mixed_msd / (2 * w0 * t_back + 2 * gx * (50.0 - t_back)) - 1) < 1e-4

# Long-time exponent and constant term for two different interfaces
exponents = []
for kin, s in ((0.5, 2.0), (2.0, 3.0)):
    early, late = backbone_time([1e4, 4e4], 1.0, kin, kin / s, 1000)
    exponents.append(np.log(late / early) / np.log(4.0))
    assert abs(early / two_term_time(1e4, 1.0, kin, s) - 1) < 3e-4
    # the constant term shifts the exponent by several thousandths at most
    assert abs(exponents[-1] - 0.5) < 8e-3

# Finite teeth restore linear growth
early, late = backbone_time([1e5, 2e5], g0, kin0, kout0, 20)
assert abs((late - early) / 1e5 / (s0 / (s0 + 40)) - 1) < 1e-6

# Example: As tracer in a polycrystalline CdTe film, rough round parameters
kB = const.k / const.e
spacing, attempt = 0.46, 5e12
E_boundary, E_grain, E_seg = 1.4, 1.9, 0.1
T_anneal, t_anneal = 700.0, 3600.0
grain_size, film = 1000.0, 3000.0
sites = int(round(grain_size / 2 / spacing))
nm2_to_cm2 = 1e-14


def rates(temperature):
    kt = kB * temperature
    return (attempt * np.exp(-E_boundary / kt), attempt * np.exp(-E_grain / kt),
            np.exp(E_seg / kt))


def example_msd(temperature, times, tilt=0.0):
    w, g, s = rates(temperature)
    return 2 * w * spacing ** 2 * backbone_time(times, g, g, g / s, sites, tilt)


w, g, s = rates(T_anneal)
kT = kB * T_anneal
table_times = np.array([1.0, 60.0, t_anneal, 1e5])
ratio = 1.01
all_times = np.concatenate([table_times, table_times * ratio, table_times / ratio])
table, above, below = example_msd(T_anneal, all_times).reshape(3, -1)
local_exponent = np.log(above / below) / (2 * np.log(ratio))
msd = table[2]
T_b = msd / (2 * w * spacing ** 2)
leading = 2 * w * spacing ** 2 * s * np.sqrt(t_anneal / (np.pi * g))
two_term = 2 * w * spacing ** 2 * two_term_time(t_anneal, g, g, s)
assert abs(two_term / msd - 1) < 0.02
assert abs(local_exponent[3] - 0.5) < 0.02

cold = example_msd(T_anneal - 1, [t_anneal, 1e5])
hot = example_msd(T_anneal + 1, [t_anneal, 1e5])
inverse_gap = 1 / (kB * (T_anneal - 1)) - 1 / (kB * (T_anneal + 1))
apparent = np.log(hot / cold) / inverse_gap
limit_energy = E_boundary - E_grain / 2 - E_seg
# the constant term still adds about 0.02 eV at the later time
assert abs(apparent[1] - limit_energy) < 0.03
assert abs(apparent[1] - limit_energy) < abs(apparent[0] - limit_energy)

t_leak = s ** 2 / (np.pi * g)
t_grain = (s + 2 * sites) ** 2 / (np.pi * g)
t_lattice = (w * s) ** 2 / (np.pi * g ** 3)
D_late = w * spacing ** 2 * s / (s + 2 * sites) * nm2_to_cm2
lattice_msd = 2 * g * spacing ** 2 * (t_anneal - T_b)
infinite_msd = 2 * w * spacing ** 2 * backbone_time(t_anneal, g, g, g / s, 2 * sites)[0]
drop, drop_width = 0.1, 100.0
tilt = drop / drop_width * spacing / kT
field_msd = example_msd(T_anneal, t_anneal, tilt)[0]
wigner = (const.h * attempt / (const.k * T_anneal)) ** 2 / 24
T_use, years = 350.0, 25.0
t_use = years * const.year
w_use, g_use, s_use = rates(T_use)
use_msd = example_msd(T_use, t_use)[0]

print("Test comb: g=%.1f, k_in=%.1f, s=%.1f, w=%.1f (rates in units of g)"
      % (g0, kin0, s0, w0))
print("Full comb <x^2>/a^2 at gt=200, 400: %.3f, %.3f" % tuple(comb_msd))
print("Two-term law at gt=400: %.3f" % (2 * w0 * two_term_time(400.0, g0, kin0, s0)))
print("Backbone-only / all-tracer mean square at gt=400: %.4f" % survivor_ratio)
print("Limit pi/2 of that ratio: %.4f" % (np.pi / 2))
print("Exponents, gt=1e4 to 4e4, two interfaces: %.4f, %.4f" % tuple(exponents))
print("EXAMPLE: As in polycrystalline CdTe, rough parameters")
print("Temperature: %.0f K; kT: %.5f eV" % (T_anneal, kT))
print("Anneal time: %.0f s" % t_anneal)
print("Site spacing: %.2f nm; attempt frequency: %.1e 1/s" % (spacing, attempt))
print("Boundary barrier: %.2f eV; grain barrier: %.2f eV" % (E_boundary, E_grain))
print("Segregation energy: %.2f eV; ratio s: %.3f" % (E_seg, s))
print("Grain size: %.0f nm; sites per tooth: %d" % (grain_size, sites))
print("Boundary hop rate w: %.2f 1/s" % w)
print("Grain hop rate g: %.5f 1/s; k_out: %.5f 1/s" % (g, g / s))
print("Boundary diffusivity: %.3e cm2/s" % (w * spacing ** 2 * nm2_to_cm2))
print("Grain diffusivity: %.3e cm2/s" % (g * spacing ** 2 * nm2_to_cm2))
print("Mean time on backbone: %.1f s" % T_b)
print("Mean-square displacement, full comb: %.4e nm2" % msd)
print("Leading square-root law: %.4e nm2" % leading)
print("Two-term law: %.4e nm2" % two_term)
print("Leading law minus full comb: %.2f percent" % (100 * (leading / msd - 1)))
print("Root-mean-square displacement: %.1f nm = %.0f angstrom"
      % (np.sqrt(msd), 10 * np.sqrt(msd)))
for time, value, slope in zip(table_times, table, local_exponent):
    print("t=%8.0f s: <x^2>=%.4e nm2, local exponent %.4f" % (time, value, slope))
print("Leakage crossover: %.2f s" % t_leak)
print("Grain-size crossover: %.3e s" % t_grain)
print("Parallel-lattice crossover, infinite grains: %.3e s" % t_lattice)
print("Late diffusivity with finite grains: %.3e cm2/s" % D_late)
print("Apparent activation energy at 3600 s: %.4f eV" % apparent[0])
print("Apparent activation energy at 1e5 s: %.4f eV" % apparent[1])
print("Its leading-law limit: %.4f eV" % limit_energy)
print("NEGLECTED EFFECTS at the anneal")
print("Parallel lattice diffusion adds: %.2f nm2 = %.3f percent"
      % (lattice_msd, 100 * lattice_msd / msd))
print("Grain depth sqrt(D t): %.2f nm" % (spacing * np.sqrt(g * t_anneal)))
print("Change on doubling tooth length: %.1e (relative)" % abs(infinite_msd / msd - 1))
print("Film thickness: %.0f nm; rms/film: %.4f" % (film, np.sqrt(msd) / film))
print("Attractive field: %.2f eV over %.0f nm" % (drop, drop_width))
print("That field changes <x^2> by: %.2f percent" % (100 * (field_msd / msd - 1)))
print("0.1 eV error in boundary barrier: factor %.2f in <x^2>" % np.exp(0.1 / kT))
print("Leading tunnelling correction to a hop rate: %.2f percent" % (100 * wigner))
print("TEMPERATURE OF USE: %.0f K for %.0f years" % (T_use, years))
print("Leakage crossover at use: %.2e s; time of use: %.2e s"
      % (s_use ** 2 / (np.pi * g_use), t_use))
print("Mean-square displacement at use: %.3f nm2" % use_msd)
print("Linear law 2 w a^2 t at use: %.3f nm2" % (2 * w_use * spacing ** 2 * t_use))
assert abs(use_msd / (2 * w_use * spacing ** 2 * t_use) - 1) < 1e-3
print("PASS")
```

Running it gives:

```
Test comb: g=1.0, k_in=0.5, s=2.0, w=2.0 (rates in units of g)
Full comb <x^2>/a^2 at gt=200, 400: 65.531, 92.059
Two-term law at gt=400: 92.270
Backbone-only / all-tracer mean square at gt=400: 1.5800
Limit pi/2 of that ratio: 1.5708
Exponents, gt=1e4 to 4e4, two interfaces: 0.4985, 0.5048
EXAMPLE: As in polycrystalline CdTe, rough parameters
Temperature: 700 K; kT: 0.06032 eV
Anneal time: 3600 s
Site spacing: 0.46 nm; attempt frequency: 5.0e+12 1/s
Boundary barrier: 1.40 eV; grain barrier: 1.90 eV
Segregation energy: 0.10 eV; ratio s: 5.248
Grain size: 1000 nm; sites per tooth: 1087
Boundary hop rate w: 416.31 1/s
Grain hop rate g: 0.10461 1/s; k_out: 0.01993 1/s
Boundary diffusivity: 8.809e-13 cm2/s
Grain diffusivity: 2.214e-16 cm2/s
Mean time on backbone: 499.1 s
Mean-square displacement, full comb: 8.7940e+04 nm2
Leading square-root law: 9.6765e+04 nm2
Two-term law: 8.7380e+04 nm2
Leading law minus full comb: 10.04 percent
Root-mean-square displacement: 296.5 nm = 2965 angstrom
t=       1 s: <x^2>=1.7283e+02 nm2, local exponent 0.9815
t=      60 s: <x^2>=6.6333e+03 nm2, local exponent 0.7554
t=    3600 s: <x^2>=8.7940e+04 nm2, local exponent 0.5470
t=  100000 s: <x^2>=5.0072e+05 nm2, local exponent 0.5092
Leakage crossover: 83.79 s
Grain-size crossover: 1.445e+07 s
Parallel-lattice crossover, infinite grains: 1.327e+09 s
Late diffusivity with finite grains: 2.121e-15 cm2/s
Apparent activation energy at 3600 s: 0.4509 eV
Apparent activation energy at 1e5 s: 0.3697 eV
Its leading-law limit: 0.3500 eV
NEGLECTED EFFECTS at the anneal
Parallel lattice diffusion adds: 137.28 nm2 = 0.156 percent
Grain depth sqrt(D t): 8.93 nm
Change on doubling tooth length: 9.8e-15 (relative)
Film thickness: 3000 nm; rms/film: 0.0988
Attractive field: 0.10 eV over 100 nm
That field changes <x^2> by: 5.09 percent
0.1 eV error in boundary barrier: factor 5.25 in <x^2>
Leading tunnelling correction to a hop rate: 0.49 percent
TEMPERATURE OF USE: 350 K for 25 years
Leakage crossover at use: 1.10e+17 s; time of use: 7.88e+08 s
Mean-square displacement at use: 11.565 nm2
Linear law 2 w a^2 t at use: 11.565 nm2
PASS
```
